# When a lattice-coupled hole self-traps, and how functional curvature shifts the balance

## Result

A hole in a crystal can lower its energy by distorting the lattice around itself, but it must first give up the kinetic advantage of spreading out. For a hole with linear, local coupling to a static harmonic lattice, the binding energy of a localized orbital relative to the free band hole is

$$B=\lambda P-L,\qquad \lambda=\frac{g^2}{2K},\qquad P=\sum_i n_i^2. \tag{1}$$

Here $n_i$ is the hole density on site $i$, $g$ the coupling, $K$ the lattice stiffness and $L$ the kinetic cost of localization. A polaron is stable if and only if some localized orbital has $\lambda P>L$. Both energies must refer to the same orbital. Comparing the full $\lambda$ with the cost of confinement to one site gives a sufficient condition, not a necessary one.

An approximate functional whose energy has curvature $C$ in the hole number of each site replaces $\lambda$ by

$$\lambda_C=\lambda-\frac{C}{2}. \tag{2}$$

Convex error, $C>0$, therefore works against the polaron, and concave error, $C<0$, favours it.

## Energy of the hole and the lattice

Take one orbital per site and let $\psi_i$ be the real, normalized hole amplitude, so that $n_i=\psi_i^2$ and $\sum_i n_i=1$. Hole energies count upward: the lowest hole state is the top of the valence band. The operator $T$ has elements $-t$ between nearest neighbours, with $t>0$. On a simple cubic lattice its band is $-2t(\cos k_x+\cos k_y+\cos k_z)$, with its minimum, the hole band edge, at $-6t$.

Each site carries one classical coordinate $q_i$. The energy is

$$E[\psi,q]=\langle T\rangle-g\sum_i q_in_i+\frac K2\sum_i q_i^2. \tag{3}$$

Zero-point motion and long-range polarization are left out. Setting $\partial E/\partial q_i=-gn_i+Kq_i$ to zero gives

$$q_i=\frac{g\,n_i}{K}. \tag{4}$$

With this value the coupling term is $-(g^2/K)P=-2\lambda P$, and the strain term is $(g^2/2K)P=\lambda P$. Half of the gain in level energy is paid back as strain, which leaves

$$E[\psi]=\langle T\rangle-\lambda P. \tag{5}$$

The net relaxation energy is thus $\lambda P$. It equals $\lambda$ for a hole on one site and falls to $\lambda/N$ for a hole spread evenly over $N$ sites. The free hole has $P\to0$ and energy $-6t$. Defining

$$L=\langle T\rangle+6t\ge 0 \tag{6}$$

and subtracting (5) from $-6t$ gives (1).

If some orbital has $B>0$, its energy lies below that of the free hole. Orbitals with at least this binding $b$ satisfy $\lambda P\ge b$, because $L\ge0$, so they cannot spread over the whole crystal. If no orbital has $B>0$, localization gains nothing. The threshold is therefore

$$\lambda_c=\inf_\psi\frac{L}{P}. \tag{7}$$

## The threshold in three dimensions

An upper bound follows from a hole on one site. Then $\langle T\rangle=0$, $L=6t$ and $P=1$, so $\lambda_c\le6t$.

For a lower bound, write $A=T+6t$, which is a positive operator, and let $|0\rangle$ be the orbital of one site. The Cauchy–Schwarz inequality gives

$$\psi_0^2=\left|\langle0|A^{-1/2}A^{1/2}|\psi\rangle\right|^2\le\langle0|A^{-1}|0\rangle\,\langle\psi|A|\psi\rangle=WL. \tag{8}$$

The number $W=\langle0|A^{-1}|0\rangle$ is the same for every site. In Fourier space it is the average of $1/A(\mathbf k)$ over the Brillouin zone. Near the band edge $A\simeq tk^2$, and the volume element $k^2dk$ keeps the integral finite. Using $1/A=\int_0^\infty e^{-sA}ds$ and averaging over each direction separately gives, with $x=ts$,

$$W=\frac1t\int_0^\infty\left[e^{-2x}I_0(2x)\right]^3dx, \tag{9}$$

where $I_0$ is the modified Bessel function. Since (8) holds for the site of largest density,

$$P=\sum_i n_i^2\le n_{\max}\sum_i n_i=n_{\max}\le WL. \tag{10}$$

Hence $L/P\ge1/W$ for every orbital, and

$$\frac1W\le\lambda_c\le6t. \tag{11}$$

A closer estimate lets the hole leak to its six neighbours with small amplitude $a$ each. The central amplitude is $\sqrt{1-6a^2}$. To second order in $a$, $P=1-12a^2$ and $\langle T\rangle=-12ta$, where the factor 12 counts six bonds, each entering twice. Therefore

$$B\simeq\lambda(1-12a^2)+12ta-6t. \tag{12}$$

The derivative $-24\lambda a+12t$ vanishes at $a=t/(2\lambda)$. The terms in $a$ then sum to $6t^2/\lambda-3t^2/\lambda$, so

$$B\simeq\lambda-6t+\frac{3t^2}{\lambda}. \tag{13}$$

Leakage adds $3t^2/\lambda$ to the single-site balance. Setting $B=0$ gives $\lambda^2-6t\lambda+3t^2=0$, with the root $\lambda_c\simeq(3+\sqrt6)t$. The other root, $(3-\sqrt6)t$, would require $a\approx0.9$ and lies outside the expansion.

## One dimension: no threshold

A finite threshold is not a general property of linear coupling. An orbital of width $\ell$ sites in $d$ dimensions has $L\sim t/\ell^2$ and $P\sim\ell^{-d}$, so $L/P\sim t\ell^{d-2}$. In one dimension this ratio goes to zero as the orbital widens, and (7) gives $\lambda_c=0$. The three-dimensional threshold also depends on the coupling being local. Long-range polarization in a polar crystal gives a gain that falls only as $1/\ell$, which exceeds $t/\ell^2$ for a wide enough orbital, so a static polar lattice binds a large polaron at any coupling. There $\lambda_c$ concerns only the small polaron.

For weak coupling the orbital is wide and sums become integrals. The band edge of the chain is $-2t$, and

$$L=t\sum_i(\psi_{i+1}-\psi_i)^2\simeq t\int\psi'^2dx,\qquad P\simeq\int\psi^4dx. \tag{14}$$

Insert the normalized orbital $\psi=\sqrt{\kappa/2}\,\operatorname{sech}\kappa x$. The integrals are $\int\psi'^2dx=\kappa^2/3$ and $\int\psi^4dx=\kappa/3$, so $B=\lambda\kappa/3-t\kappa^2/3$. This is largest at $\kappa=\lambda/(2t)$, where

$$B=\frac{\lambda^2}{6t}-\frac{\lambda^2}{12t}=\frac{\lambda^2}{12t}. \tag{15}$$

At this $\kappa$ the orbital also solves the stationarity equation $-t\psi''-2\lambda\psi^3=-t\kappa^2\psi$. For $t=0.1$ eV and $\lambda=0.04$ eV, (15) gives 1.333 meV. Repeated diagonalization of the self-consistent problem on a discrete chain of 161 sites gives 1.340 meV. These numbers belong to the static lattice, which requires a phonon energy small against the level depth $t\kappa^2=4$ meV. Optical phonons of tens of meV do not meet this condition.

## What curvature does

For well-separated sites the exact energy is linear in the hole number of a site between 0 and 1. Let an approximate functional be correct at these two integers but have constant curvature $C$ between them. Its site error is

$$\Delta(n)=-\frac C2\,n(1-n),\qquad \frac{d^2\Delta}{dn^2}=C. \tag{16}$$

For $C>0$ a fractional hole is too low in energy. Suppose that the errors of different sites add. Because $\sum_i n_i=1$,

$$\sum_i\Delta(n_i)=-\frac C2(1-P). \tag{17}$$

This error does not depend on $q_i$, so (4) still holds. Adding (17) to (5) gives

$$E_C=\langle T\rangle-\left(\lambda-\frac C2\right)P-\frac C2. \tag{18}$$

The free hole, with $P\to0$, has energy $-6t-C/2$; a hole on one site, with $P=1$, has no error at all. Subtracting (18) from the free-hole energy gives

$$B_C=\lambda_CP-L, \tag{19}$$

which proves (2). The fault lies in the reference state: convex error lowers the spread-out hole and leaves the compact one nearly untouched. The polaron is lost when $\lambda_C$ falls to $\lambda_c$, at the critical curvature

$$C_c=2(\lambda-\lambda_c). \tag{20}$$

On the chain $\lambda_c=0$, so binding survives until $C=2\lambda$. Beyond that value $\lambda_C$ is negative and no orbital is bound in any dimension.

The size of the shift can be bounded. Let $P_C$ and $P_0$ belong to the orbitals that maximize the binding with and without curvature. Using the first orbital as a trial for the curvature-free problem gives $B_0\ge B_C+CP_C/2$. Using the second as a trial for the approximate problem gives $B_C\ge B_0-CP_0/2$. Together,

$$\frac{CP_C}{2}\le B_0-B_C\le\frac{CP_0}{2}. \tag{21}$$

## Reading the error from the levels

Hold the orbital and the lattice fixed and put $f$ holes into the orbital. The density becomes $fn_i$, and

$$E(f)=f\Big(\langle T\rangle-g\sum_iq_in_i\Big)+\frac K2\sum_iq_i^2-\frac C2\left(f-f^2P\right). \tag{22}$$

The hole level is $dE/df$, and

$$\frac{d^2E}{df^2}=CP,\qquad \left.\frac{dE}{df}\right|_{1}-\left.\frac{dE}{df}\right|_{0}=CP. \tag{23}$$

For a given orbital, the binding error $CP/2$ is therefore half the difference between the filled and empty hole levels. Electron levels have the opposite sign, so for $C>0$ the electron level moves down when a hole occupies it, that is, when its electron is removed.

For a spread-out hole $P\to0$ and the curvature in (23) vanishes, yet its energy is still wrong by $-C/2$. The error has moved into the slope of a straight line. A straight $E(f)$ for the free hole is thus no evidence that its energy is right.

The neutral crystal offers a way around the error. Keep the distorted geometry $q$ but remove the hole. The strain energy is $S=(K/2)\sum_iq_i^2$, and with all $n_i=0$ there is no site error. The lowest empty hole level is $\min_\psi\langle T-gq\rangle-C/2$, where $q$ acts as a site-diagonal potential. The band edge of the undistorted neutral crystal is $-6t-C/2$. In the depth of the level below this edge,

$$D=-6t-\min_\psi\langle T-gq\rangle, \tag{24}$$

$C$ cancels. By (3), $D-S$ is the curvature-free binding at geometry $q$, and it cannot exceed $B_0$, which is the maximum over geometries. If $q$ comes from the approximate polaron, its orbital is a trial in (24) and gives $D\ge2\lambda P_C-L_C$, while $S=\lambda P_C$. Hence

$$B_C+\frac{CP_C}{2}\le D-S\le B_0. \tag{25}$$

Since $D-S$ is stationary at the best geometry, a small error in $q$ costs only a second-order error in the binding. The cancellation assumes that all sites share one $C$ and that $t$, $g$ and $K$ are themselves correct. Errors in those parameters remain.

## A cubic crystal in numbers

Choose $t=0.1$ eV, $K=10$ eV/Å² and $g=4$ eV/Å. Then $\lambda=16/20=0.8$ eV and the single-site cost is $6t=0.6$ eV. Quadrature of (9) gives $W=2.527$ eV⁻¹, so (11) reads $0.396\le\lambda_c\le0.6$ eV.

The ratio $L/P$ was minimized numerically for orbitals confined to a $9\times9\times9$ block of an infinite crystal. The lowest value found is 0.541 eV, or $5.41t$. It is taken as $\lambda_c$, although strictly a trial orbital gives an upper bound. The estimate from (13) is 0.545 eV.

Minimizing the energy (18) in the same block gives these polarons, where $q_0$ is the central displacement:

| $C$ (eV) | $\lambda_C$ (eV) | $P$ | $L$ (eV) | $B_C$ (eV) | $q_0$ (Å) |
|---|---|---|---|---|---|
| −0.4 | 1.0 | 0.968 | 0.538 | 0.431 | 0.394 |
| 0 | 0.8 | 0.949 | 0.521 | 0.239 | 0.390 |
| 0.4 | 0.6 | 0.902 | 0.489 | 0.053 | 0.380 |

Without curvature the balance is $0.8\times0.949-0.521=0.238$ eV, which agrees with the table within rounding. A curvature of 0.4 eV removes nearly four fifths of this binding, while the central displacement changes by only 0.01 Å. A reasonable polaron geometry therefore does not establish a reasonable binding energy.

The row $C=0.4$ eV also separates the two criteria. There $\lambda_C$ equals $6t$, so a strictly single-site hole has zero binding. The optimized orbital is bound by 0.053 eV, close to the leakage term $3t^2/\lambda_C=0.05$ eV. With the mass of an oxygen atom, $K=10$ eV/Å² gives $\hbar\sqrt{K/M}\approx0.05$ eV, as large as this binding, so near the threshold the sign of $B$ is a statement about the static lattice only.

Equation (20) gives $C_c=2(0.8-0.541)\approx0.52$ eV. When $C$ lies 0.02 eV above $C_c$, minimization from a compact start still ends in a state with $B_C=-8.7$ meV. The free hole, with $B_C=0$, is lower, so a calculation that finds a localized hole must still compare its energy with that of the free one. At $C=1$ eV, $\lambda_C=0.3$ eV lies below $1/W$, and (11) excludes a bound polaron.

For $C=0.4$ eV the filled and empty levels differ by $0.4\times0.902=0.361$ eV. Adding half of this to $B_C$ gives $0.053+0.180=0.233$ eV. Diagonalization of the neutral distorted crystal gives $D=0.960$ eV, and $S=0.722$ eV, so $D-S=0.238$ eV. The curvature-free optimum is 0.239 eV, and the order required by (25) is visible.

Concave error can create a polaron that should not exist. With $g=3$ eV/Å, $\lambda=9/20=0.45$ eV is below threshold. A functional with $C=-0.4$ eV has $\lambda_C=0.65$ eV and binds the hole by 0.098 eV.

## A hole near a dopant

Let a dopant with a short-range potential, such as an isovalent impurity, lower the hole energy on site 0 alone by $V\ge0$. The binding relative to a distant free hole becomes

$$B_C=Vn_0+\lambda_CP-L. \tag{26}$$

For $\lambda_C\ge0$, the relations $n_0\le n_{\max}$, $P\le n_{\max}$ and $L\ge n_{\max}/W$ give

$$B_C\le\left(V+\lambda_C-\frac1W\right)n_{\max}. \tag{27}$$

No bound state exists if $V+\lambda_C\le1/W$, and the single-site orbital guarantees one if $V+\lambda_C>6t$. Attraction and lattice coupling can thus bind a hole together when neither does so alone. The bound (27) does not cover a charged acceptor, whose Coulomb tail binds a hole at any strength. In either case a hole found at a dopant is no proof of self-trapping in the pure crystal.

## Where the curvature comes from: two hydrogen atoms

Remove one electron from two hydrogen atoms a distance $R$ apart. The hole can sit on one atom or be shared equally, with $n=1/2$ on each. Define $C$ from the error of one atom with half an electron, measured from the straight line between the bare proton and the neutral atom; by (16) that error is $-C/8$. Equation (17) with $P=1/2$ then gives $-C/4$ for the shared hole.

There is also an error between the sites, absent from the lattice model. In atomic units the proton repulsion is $1/R$, and the attraction of each half electron to the other proton adds up to $-1/R$. These cancel. The Hartree energy contains a further $\tfrac12\cdot\tfrac12/R$ between the two halves of the same electron, which is spurious. A fraction $\alpha$ of exact exchange removes that fraction of it, and semilocal exchange and correlation cannot act between densities that do not overlap. Neglecting polarization and bonding at large $R$, the shared hole differs from the localized one by

$$\delta E=-\frac C4+\frac{1-\alpha}{4R}. \tag{28}$$

The exact difference in this limit is zero.

Self-consistent calculations used ten s-type Gaussians per atom and $R=8$ Å, with the electron kept in the even orbital. The s-only basis leaves out atomic polarization.

| Functional | $C$ (eV) | $\delta E$, pair (eV) | $\delta E$, (28) (eV) |
|---|---|---|---|
| PBE | 11.59 | −2.447 | −2.447 |
| PBE0 | 8.55 | −1.800 | −1.800 |
| Hartree–Fock | 0.00 | 0.000 | 0.000 |

For PBE the site term is $-11.59/4=-2.90$ eV and the inter-site term is $+0.45$ eV. The shared hole is spuriously favoured by 2.45 eV. Hartree–Fock has no curvature here because exchange cancels the Hartree energy of a single electron, also at fractional filling. This is a one-electron result and does not make Hartree–Fock free of curvature in a solid.

The PBE0 curvature is 0.74 times that of PBE. Scaling the whole PBE curvature by the remaining semilocal exchange fraction would give 0.75, but correlation is not scaled and the orbitals readjust.

The parabola (16) is itself approximate. For PBE it gives −1.09 eV at both $n=0.25$ and $n=0.75$, where the computed errors are −1.12 and −0.99 eV. The hydrogen values show the origin of $C$ and its sign for PBE and PBE0. They do not supply its size in a crystal, where the other electrons respond to the hole and the inter-site error must be treated as well.
